Transmission through one impurity in a chain: a missing level shift

**Problem**

An infinite chain has one orbital per site, numbered by the integer n. Neighbouring sites are coupled by a hopping element −t with t > 0. The site energies are e_n = 0, except at site 0, where e_0 is replaced by the real number e0, of either sign. Electrons do not interact. A stationary state of energy E obeys

E ψ_n = e_n ψ_n − t (ψ_{n−1} + ψ_{n+1}).

Away from the impurity, the wave exp(ikn) solves this equation with

E = −2t cos k.

Take 0 < k < π, so that |E| < 2t. Show that an electron coming from the left is transmitted with probability

T = (4t² − E²)/(4t² − E² + e0²),

first by wave matching and then by the trace formula

T = Tr[Γ_L G Γ_R G†],  G = (E − H_D − Σ_L − Σ_R)⁻¹,  Γ = i(Σ − Σ†).

Here H_D is the Hamiltonian of the device, and Σ_L and Σ_R are the self-energies that represent the left and right leads.

**A tempting solution**

Let the device be site 0 alone, so that H_D = e0 and all matrices are numbers. A lead lets the electron escape, and so it broadens the level. The broadening of each lead is ħ times the velocity in the lead, which is

ħv = dE/dk = 2t sin k = √(4t² − E²) ≡ W.

A broadening Γ = W corresponds to a self-energy −iW/2. Two leads give −iW in total, so

G = 1/(E − e0 + iW),

T = W²/((E − e0)² + W²).  (wrong)

This looks reasonable: if e0 lies inside the band, it is a resonance at the impurity level, with perfect transmission at E = e0. It is not the requested formula.

**Where it fails**

Set e0 = 0. The chain is then perfect and nothing can reflect the electron, so T must be 1. The tempting formula gives instead

W²/(E² + W²) = (4t² − E²)/(4t²) = 1 − E²/(4t²),

which is below 1 everywhere except at E = 0. The fault must therefore lie in the treatment of the leads, since no impurity is left.

The value Γ = W is correct. But the value of Γ at one energy fixes only the imaginary part of Σ at that energy, not the real part, which was silently set to zero. The whole self-energy has to be calculated.

Consider the right lead, sites 1, 2, 3, …, cut off from site 0. Put a unit source on site 1 and call the response x_n. With z = E + iη and η > 0 small, which selects the retarded response, the equations are

z x_1 + t x_2 = 1,

z x_n + t (x_{n−1} + x_{n+1}) = 0 for n ≥ 2.

The surface Green function is g = x_1. Sites 2, 3, … form another half-chain, identical to the first, and its end site is driven by the source −t x_1. Hence x_2 = −t g x_1. Inserting this in the first equation gives (z − t²g) x_1 = 1, that is,

g = 1/(z − t²g),  or  t²g² − z g + 1 = 0.

There are two roots. To choose between them, write the equation as z = t²g + 1/g and take the imaginary part, using Im(1/g) = −Im g/|g|²:

η = Im g · (t² − 1/|g|²).

The product of the roots is 1/t², and |g| = 1/t is impossible for η > 0. So one root has |g| < 1/t and Im g < 0, and the other has |g| > 1/t and Im g > 0. The retarded function is a sum of terms (positive weight)/(z − real energy), each with a negative imaginary part, so the first root is the right one. For η → 0 inside the band it becomes

g = (E − iW)/(2t²).

Inserting E = −2t cos k and W = 2t sin k gives g = −exp(ik)/t. The response therefore obeys x_2 = −t g x_1 = exp(ik) x_1: it is a wave running away from the source, as it should be.

The coupling −t acts once on the way into the lead and once on the way back, so each lead contributes

Σ = t²g = E/2 − iW/2.

The imaginary part agrees with the tempting solution. The real part is E/2 per lead, or E for both. This is not a small correction: it cancels the E in the denominator of G completely.

**Solution by wave matching**

The current is needed first, because T is a ratio of currents. From iħ dψ_n/dt′ = e_n ψ_n − t(ψ_{n−1} + ψ_{n+1}), where t′ is time, it follows that

d|ψ_n|²/dt′ = −(2t/ħ)[Im(ψ_n* ψ_{n−1}) + Im(ψ_n* ψ_{n+1})].

The site energy drops out because e_n|ψ_n|² is real. Since Im(ψ_n* ψ_{n−1}) = −Im(ψ_{n−1}* ψ_n), the right side is the current arriving from site n−1 minus the current leaving to site n+1, with

J_{n→n+1} = (2t/ħ) Im(ψ_n* ψ_{n+1}).

For A exp(ikn) this gives J = |A|² (2t sin k)/ħ = |A|² W/ħ. It is positive for 0 < k < π, so exp(ikn) does travel to the right.

Now let a wave of unit amplitude come from the left:

ψ_n = exp(ikn) + r exp(−ikn) for n ≤ 0,

ψ_n = τ exp(ikn) for n ≥ 0.

These forms satisfy the site equations for all n ≠ 0, provided that they agree on the shared site 0:

1 + r = τ.

The equation at site 0 remains. Its two neighbours are

ψ_1 = τ exp(ik),

ψ_{−1} = exp(−ik) + r exp(ik) = exp(−ik) + (τ − 1) exp(ik) = τ exp(ik) − 2i sin k.

Therefore

(E − e0) τ = −t(ψ_{−1} + ψ_1) = −2t τ exp(ik) + 2it sin k.

Collecting the terms with τ on the left and using 2t sin k = W,

τ [E − e0 + 2t exp(ik)] = iW.

Because E = −2t cos k, the cosine cancels in E + 2t exp(ik), leaving 2it sin k = iW. Hence

τ = iW/(iW − e0),

r = τ − 1 = e0/(iW − e0).

The wave has the same velocity on both sides, so the ratio of transmitted to incoming current is |τ|²:

T = |τ|² = W²/(W² + e0²) = (4t² − E²)/(4t² − E² + e0²).

This is the required result. Also |r|² = e0²/(W² + e0²), so |r|² + |τ|² = 1 and no electron is lost.

**Solution by the trace formula**

With the full self-energy, the Green function of the impurity site is

G = 1/(E − e0 − 2Σ) = 1/(E − e0 − E + iW) = 1/(iW − e0).

The broadening of each lead is

Γ = i(Σ − Σ*) = i(−iW) = W.

The trace of a 1×1 matrix is the number itself, so

T = Γ G Γ G* = W² |G|² = W²/(W² + e0²),

in agreement with wave matching.

The trace formula need not be taken on trust here. Cut the bond between sites −1 and 0. In the isolated left lead, the incoming wave is fully reflected and forms the standing wave

φ_n = exp(ikn) − exp(−ikn),

which vanishes at site 0, as the cut requires. Its value on the last lead site is φ_{−1} = −2i sin k.

Restore the bond. The equation at site −1 now contains the extra source −tψ_0, to which the lead responds with an outgoing wave. By the definition of g,

ψ_{−1} = φ_{−1} − t g ψ_0.

The right lead has no incoming wave, so ψ_1 = −t g ψ_0. Put both into the equation at site 0, (E − e0)ψ_0 + t(ψ_{−1} + ψ_1) = 0:

(E − e0 − 2t²g) ψ_0 = −t φ_{−1} = 2it sin k = iΓ.

The bracket is 1/G, and ψ_0 = τ. This gives the Fisher-Lee relation for this device,

τ = iΓG,

and its squared modulus is Γ G Γ G*, the trace (Caroli) formula.

The argument also covers a device of M sites. The source iΓ then acts on its first site, apart from a phase, and the amplitude on its last site has modulus Γ|G_{M1}|. Each Γ matrix has a single non-zero element, at its own end of the device, so the trace is Γ G_{1M} Γ (G_{1M})* = Γ²|G_{1M}|². The matrix E − H_D − Σ_L − Σ_R is symmetric, because H_D is real and symmetric and the self-energies are diagonal. Its inverse G is then symmetric too, so G_{1M} = G_{M1} and the trace equals Γ²|G_{M1}|², the same probability. Where the device is taken to end is therefore a matter of convenience.

**Numbers**

Take t = 1 eV, e0 = 1 eV and E = 1 eV. Then cos k = −1/2, so k = 2π/3 = 2.0944 rad per site, and

W = √(4 − 1) eV = 1.7321 eV.

The Green function is

G = 1/(1.7321i − 1) eV⁻¹ = (−1 − 1.7321i)/4 eV⁻¹ = −0.2500 − 0.4330i eV⁻¹.

Multiplying by iΓ gives

τ = 0.7500 − 0.4330i,  r = τ − 1 = −0.2500 − 0.4330i,

T = 3/(3 + 1) = 0.7500,  |r|² = 0.2500.

The example has E = e0, where the tempting formula promises perfect transmission. In fact a quarter of the electrons are reflected.

The numerical check obtains the same T from Green functions of long finite chains, both for the one-site device and for a five-site device with the impurity off centre. It also sends a wave packet at the impurity. The transmitted probability is 0.7499131, equal to the average of T over the wave numbers in the packet at the printed precision. It differs slightly from 0.75 because the packet contains a range of wave numbers.

For the conductance, let a small voltage V open an energy window eV at zero temperature. With two spins, states of density dk/2π per site and velocity (1/ħ)dE/dk, the current is

I = 2e ∫ (dk/2π)(1/ħ)(dE/dk) T = (2e/h) ∫ T dE = (2e²/h) T V.

Here T is taken at the Fermi energy. With the Fermi energy at E = 1 eV, the conductance is 77.481 µS × 0.75 = 58.11 µS.

**What the formula says**

Since W = ħv, the result can be written as

T = 1/[1 + (e0/ħv)²].

The impurity strength is measured against the velocity of the electron. For e0 = 0, T = 1 throughout the band. For e0 ≠ 0, transmission is best at the band centre, where v is largest, and goes to zero at the band edges, where v vanishes. With t = e0 = 1 eV, T falls from 0.8000 at E = 0 to 0.7500 at 1 eV and 0.2806 at 1.9 eV.

A raised and a lowered site energy of equal size transmit equally well, because T contains e0². This rests on the exact cancellation of E by the real part of the self-energies, which is a property of the uniform nearest-neighbour chain; it is lost in general when second-neighbour hopping is added or when the bonds to the impurity are changed. The amplitude τ does distinguish them: changing the sign of e0 turns τ into its complex conjugate.

The picture behind the tempting solution becomes useful when the impurity is weakly attached. Let its two bonds have hopping −t₁ instead of −t. Then Σ = t₁²g, and

G = 1/[E(1 − t₁²/t²) − e0 + iW t₁²/t²].

Each lead now has Γ = W t₁²/t², and T = Γ²|G|² reaches 1 where the real part of the bracket vanishes, at E = e0/(1 − t₁²/t²). This energy lies inside the band only if |e0| < 2t(1 − t₁²/t²). For t₁ much smaller than t, the level shift is a small fraction of E, and there is a narrow resonance near E = e0, provided e0 is not so close to a band edge that this condition fails. For e0 ≠ 0, raising t₁ moves the point of full transmission outwards until it leaves the band; for |e0| = t this happens at t₁ = t/√2. At t₁ = t the coefficient of E vanishes, and no energy gives T = 1 unless e0 = 0.

The formula for T holds for |E| < 2t. Just outside the band, for 4t² < E² < 4t² + e0², it would give a negative number, which cannot be a probability; no propagating wave exists there. What can exist is a bound state, at a pole of G. Outside the band, the root with |g| < 1/t is

g = [E − s√(E² − 4t²)]/(2t²),  where s is the sign of E.

The condition 1/G = E − e0 − 2t²g = 0 becomes

s√(E² − 4t²) = e0.

So s must be the sign of e0, and the energy is E = s√(4t² + e0²). For t = 1 eV this is +2.236 eV when e0 = +1 eV and −2.236 eV when e0 = −1 eV; diagonalization of a finite chain gives the same values. A raised site energy binds a state above the band, and a lowered one binds a state below it.

Table of computed values

```
hopping t = 1.0 eV
impurity energy e0 = 1.0 eV
electron energy E = 1.0 eV
wave number k = 2.09440 rad per site = 0.66667 pi
W = sqrt(4t^2 - E^2) = 1.73205 eV
Wave matching (site equations iterated):
  r   = -0.25000-0.43301j, |r|^2   = 0.25000
  tau = 0.75000-0.43301j, |tau|^2 = 0.75000
  transmitted/incoming current = 0.75000
Long chains, eta = 2e-05 eV, 600000 sites per half-chain:
  g     = 0.5000-0.8660j 1/eV
  Sigma = 0.5000-0.8660j eV
  Gamma = 1.7320 eV, hbar*v = 1.7321 eV
  G     = -0.2500-0.4330j 1/eV
  i*Gamma*G = 0.7500-0.4330j
  T from trace, one-site device  = 0.7500
  T from trace, five-site device = 0.7500
T from closed formula = 0.75000
2e^2/h = 77.481 microsiemens
conductance (2e^2/h) T = 58.111 microsiemens
Wave packet: width 30 sites, start at site -250,
  chain of 1001 sites, duration 300 hbar/eV = 197.5 fs
  transmitted probability = 0.7499131
  T averaged over packet  = 0.7499131
Bound state for e0 = +1 eV: 2.23607 eV
Bound state for e0 = -1 eV: -2.23607 eV
T from iterated site equations, t = 1 eV:
  E (eV)   e0 = 0.5 eV   e0 = 1 eV   e0 = 2 eV
  0.0      0.9412        0.8000      0.5000
  0.5      0.9375        0.7895      0.4839
  1.0      0.9231        0.7500      0.4286
  1.5      0.8750        0.6364      0.3043
  1.9      0.6094        0.2806      0.0888
```
